\section*{The Generalized Sternheimer Equation with a Perturbation-Dependent Overlap}

\section{The decision: empty states or a linear system}

A perturbative calculation of how the electron density of a gapped system responds to an atomic displacement needs the first-order change of every occupied orbital. One can compute many empty orbitals and sum over them, or solve one linear system per occupied orbital. The second route needs no empty orbitals. With ultrasoft pseudopotentials or the projector augmented-wave (PAW) method, however, the linear system must account for an overlap operator that moves with the atoms. The equation derived here fixes its right-hand side and the projector on each side:
\begin{equation}
(H_0-e_nS_0)P_c\psi_n^{1}=-P_c^\dagger(H_1-e_nS_1)\psi_n,
\qquad
P_c=1-\sum_m^{\rm occ}\psi_m\psi_m^\dagger S_0 .
\label{eq:main}
\end{equation}

\section{Setting and conventions}

Hartree atomic units are used. Orbitals are column vectors in a fixed basis, such as plane waves, and a dagger denotes the Hermitian conjugate. For each value of a real parameter $\lambda$, here an atomic displacement, the orbitals obey
\begin{equation}
H(\lambda)\psi_n(\lambda)=e_n(\lambda)S(\lambda)\psi_n(\lambda),
\qquad
\psi_m^\dagger S\psi_n=\delta_{mn}.
\label{eq:eig}
\end{equation}
$H$ and $S$ are Hermitian and smooth in $\lambda$, and $S$ is positive definite. $H_0$ and $S_0$ are their values at $\lambda=0$; $H_1$, $S_1$ and $\psi_n^1$ are first derivatives there. Orbitals and energies without further marks are taken at $\lambda=0$.

In the ultrasoft and PAW methods,
\begin{equation}
S=1+\sum_{ij}q_{ij}\,p_ip_j^\dagger,\qquad
S_1=\sum_{ij}q_{ij}\left(p_i^1p_j^\dagger+p_ip_j^{1\dagger}\right),
\end{equation}
where the projectors $p_i$ are attached to atoms and the $q_{ij}$ are constants. A displaced atom carries its projectors along, so $S_1\neq0$ in general. $H_1$ is the total derivative of the mean-field Hamiltonian, including the change caused by the responding orbitals themselves.

The $N$ occupied orbitals are equally filled, and a gap separates them from the empty ones. Degeneracy among occupied orbitals is allowed.

\section{First-order equation for the occupied space}

Within a degenerate level, an arbitrary choice of eigenvectors at $\lambda=0$ need not continue smoothly as eigenvectors. The occupied space as a whole does vary smoothly, because of the gap. We therefore let $\psi_n(\lambda)$ be any smooth $S$-orthonormal basis of that space which starts from the chosen eigenvectors.

Let $\phi_k(\lambda)$ be occupied eigenvectors with energies $\varepsilon_k$, and write $\psi_n=\sum_k\phi_kU_{kn}$ with $U$ unitary. Then $\phi_k=\sum_m\psi_mU^*_{km}$, and
\begin{equation}
H\psi_n=\sum_k\varepsilon_kS\phi_kU_{kn}
=\sum_m^{\rm occ}S\psi_m\Lambda_{mn},
\qquad
\Lambda_{mn}=\sum_kU^*_{km}\varepsilon_kU_{kn}.
\label{eq:space}
\end{equation}
At $\lambda=0$ the $\psi_n$ are eigenvectors, so $\Lambda_{mn}=e_n\delta_{mn}$. Differentiating Eq.~(\ref{eq:space}) there gives
\begin{align}
H_1\psi_n+H_0\psi_n^1
&=\sum_m\left(S_1\psi_m+S_0\psi_m^1\right)e_n\delta_{mn}
+\sum_m S_0\psi_m\Lambda^1_{mn}\nonumber\\
&=e_nS_1\psi_n+e_nS_0\psi_n^1+\sum_mS_0\psi_m\Lambda^1_{mn}.
\end{align}
Collecting the orbital derivative on the left,
\begin{equation}
(H_0-e_nS_0)\psi_n^1
=-(H_1-e_nS_1)\psi_n+\sum_m^{\rm occ}S_0\psi_m\Lambda^1_{mn}.
\label{eq:first}
\end{equation}

For a nondegenerate level we may follow the eigenvector itself. Then $\Lambda$ has no elements coupling $n$ to other orbitals, and $\Lambda^1_{nn}=e_n^1$. Multiplying Eq.~(\ref{eq:first}) by $\psi_n^\dagger$ makes the left side vanish, since $\psi_n^\dagger(H_0-e_nS_0)=0$. With $\psi_n^\dagger S_0\psi_n=1$,
\begin{equation}
e_n^1=\psi_n^\dagger(H_1-e_nS_1)\psi_n .
\label{eq:energy}
\end{equation}

\section{Moving the projector through the operators}

$P_c$ removes the occupied orbitals, because for occupied $k$
\begin{equation}
P_c\psi_k=\psi_k-\sum_m\psi_m(\psi_m^\dagger S_0\psi_k)
=\psi_k-\psi_k=0.
\end{equation}
It follows that $P_c^2=P_c-\sum_m(P_c\psi_m)\psi_m^\dagger S_0=P_c$, so $P_c$ is a projector. Its conjugate is
\begin{equation}
P_c^\dagger=1-\sum_m^{\rm occ}S_0\psi_m\psi_m^\dagger ,
\end{equation}
which in general differs from $P_c$ when $S_0\neq1$. For the overlap,
\begin{equation}
P_c^\dagger S_0=S_0-\sum_mS_0\psi_m\psi_m^\dagger S_0=S_0P_c .
\label{eq:ps}
\end{equation}
For the Hamiltonian we use $\psi_m^\dagger H_0=e_m\psi_m^\dagger S_0$ and then $e_mS_0\psi_m=H_0\psi_m$:
\begin{align}
P_c^\dagger H_0
&=H_0-\sum_mS_0\psi_m\,e_m\,\psi_m^\dagger S_0\nonumber\\
&=H_0-\sum_mH_0\psi_m\psi_m^\dagger S_0=H_0P_c .
\label{eq:ph}
\end{align}

Now apply $P_c^\dagger$ to Eq.~(\ref{eq:first}). By Eq.~(\ref{eq:ps}), $P_c^\dagger S_0\psi_m=S_0P_c\psi_m=0$, so every term with $\Lambda^1$ disappears. By Eqs.~(\ref{eq:ps}) and (\ref{eq:ph}), the left side becomes $(H_0-e_nS_0)P_c\psi_n^1$. What remains is Eq.~(\ref{eq:main}).

The dagger on the right matters. For any occupied $m$, the left side of Eq.~(\ref{eq:main}) satisfies
\begin{equation}
\psi_m^\dagger(H_0-e_nS_0)P_c\psi_n^1
=(e_m-e_n)\psi_m^\dagger S_0P_c\psi_n^1=0,
\end{equation}
since $\psi_m^\dagger S_0P_c=(P_c^\dagger S_0\psi_m)^\dagger=0$. The right side has the same property, because $\psi_m^\dagger P_c^\dagger=(P_c\psi_m)^\dagger=0$. Replacing $P_c^\dagger$ by $P_c$ there would generally leave a nonzero component $\psi_m^\dagger P_c(H_1-e_nS_1)\psi_n$, and the equation would have no solution.

\section{Solving the equation}

Define $b_n=(H_1-e_nS_1)\psi_n$. The full set of eigenvectors, placed in the columns of a square matrix $C$, obeys $C^\dagger S_0C=1$. Hence $C^{-1}=C^\dagger S_0$ and $CC^\dagger S_0=1$. Subtracting the occupied part from this completeness relation gives $P_c=\sum_c\psi_c\psi_c^\dagger S_0$, where $c$ runs over empty orbitals.

We can therefore write $P_c\psi_n^1=\sum_ca_{cn}\psi_c$. Multiplication of Eq.~(\ref{eq:main}) by $\psi_c^\dagger$, with $P_c\psi_c=\psi_c$, yields
\begin{equation}
(e_c-e_n)a_{cn}=-\psi_c^\dagger b_n,
\qquad
a_{cn}=\frac{\psi_c^\dagger(H_1-e_nS_1)\psi_n}{e_n-e_c}.
\label{eq:sos}
\end{equation}
The gap makes every denominator nonzero, so the solution in the range of $P_c$ is unique. If the gap closes while the matrix element between the two levels at its edges stays nonzero, the amplitude diverges. The same happens if the occupied set cuts through a degenerate level and the perturbation couples its occupied and empty members. Partially filled levels need a different treatment, because a single projector no longer separates filled from empty orbitals.

To avoid the empty orbitals, solve
\begin{equation}
\left[H_0-e_nS_0+\alpha\sum_m^{\rm occ}
S_0\psi_m\psi_m^\dagger S_0\right]x_n=-P_c^\dagger b_n .
\label{eq:shift}
\end{equation}
Multiplying by $\psi_m^\dagger$ for occupied $m$ gives
\begin{equation}
(e_m-e_n+\alpha)\,\psi_m^\dagger S_0x_n=0 .
\end{equation}
If $\alpha>e_N-e_1$, with energies in ascending order, the bracket is positive for all occupied $m$ and $n$. Then $x_n$ has no occupied component, the added term vanishes on it, and $x_n=P_c\psi_n^1$. The result does not depend on $\alpha$.

The shifted operator is also positive definite. For a vector $y=\sum_jy_j\psi_j$, its quadratic form is
\begin{equation}
\sum_m^{\rm occ}(e_m-e_n+\alpha)|y_m|^2
+\sum_c(e_c-e_n)|y_c|^2>0,\qquad y\neq0 .
\end{equation}

\section{The part that the equation leaves out}

The density response also needs the occupied component of $\psi_n^1$. Let $B_{mn}=\psi_m^\dagger S_0\psi_n^1$ and $s_{mn}=\psi_m^\dagger S_1\psi_n$. Differentiating the orthonormality condition gives
\begin{equation}
\psi_m^{1\dagger}S_0\psi_n+\psi_m^\dagger S_1\psi_n
+\psi_m^\dagger S_0\psi_n^1=0
\quad\Longrightarrow\quad B+B^\dagger=-s .
\label{eq:norm}
\end{equation}
This fixes the Hermitian part of $B$. The anti-Hermitian part is free: it describes a rotation among occupied orbitals. Such a rotation adds $\sum_m\psi_mK_{mn}$ to $\psi_n^1$, with $K$ anti-Hermitian, and $P_c$ removes the addition. The choice $B=-s/2$, called the parallel gauge, gives
\begin{equation}
\psi_n^1=P_c\psi_n^1-\frac12\sum_m^{\rm occ}
\psi_m\,\psi_m^\dagger S_1\psi_n .
\label{eq:full}
\end{equation}
The density matrix $\rho=\sum_n\psi_n\psi_n^\dagger$ per spin does not depend on this choice. Its derivative contains $B$ in the combination $B+B^\dagger$:
\begin{align}
\rho^1&=\sum_n\left[(P_c\psi_n^1)\psi_n^\dagger
+\psi_n(P_c\psi_n^1)^\dagger\right]
+\sum_{mn}\psi_m(B+B^\dagger)_{mn}\psi_n^\dagger\nonumber\\
&=\sum_n\left[(P_c\psi_n^1)\psi_n^\dagger
+\psi_n(P_c\psi_n^1)^\dagger\right]
-\sum_{mn}\psi_ms_{mn}\psi_n^\dagger .
\end{align}
In a self-consistent calculation this response, together with the motion of the projectors in the on-site occupations $p_i^\dagger\rho p_j$ and the motion of the augmentation charges (and of any core density that enters the exchange-correlation potential), which travel with the atom, determines the density-dependent part of $H_1$, which enters Eq.~(\ref{eq:main}) again. The two are iterated until they agree.

\section{Three limiting cases}

If $S=1$ for all $\lambda$, then $S_1=0$ and $P_c^\dagger=P_c$. Equation~(\ref{eq:main}) becomes the ordinary Sternheimer equation.

If the overlap is merely rescaled, $S_1=\gamma S_0$, its contribution to the right side is $e_n\gamma P_c^\dagger S_0\psi_n=0$. At fixed $H_1$ the rescaling adds $-\gamma e_n$ to the energy slope in Eq.~(\ref{eq:energy}), and it acts on the orbitals only through Eq.~(\ref{eq:full}), where it contributes $-\gamma\psi_n/2$, the change required by normalization. In a self-consistent calculation that change alters the density matrix, and the induced part of $H_1$ can still make $P_c\psi_n^1$ nonzero.

If all atoms move together by $\lambda$ along $x$ and there is no fixed external field, each orbital is carried along. Let $\partial$ be the derivative with respect to $x$, represented in a plane-wave basis. Then $H_1=-[\partial,H_0]$ and $S_1=-[\partial,S_0]$, so
\begin{align}
b_n&=-\partial(H_0-e_nS_0)\psi_n+(H_0-e_nS_0)\partial\psi_n\nonumber\\
&=(H_0-e_nS_0)\partial\psi_n .
\end{align}
The right side of Eq.~(\ref{eq:main}) is then $-P_c^\dagger(H_0-e_nS_0)\partial\psi_n=(H_0-e_nS_0)P_c(-\partial\psi_n)$. The solution is $P_c\psi_n^1=-P_c\partial\psi_n$, as a rigid shift requires. Both commutators are needed for this cancellation.

\section{A model with moving projectors}

Consider a ring of length 12 bohr with two atoms, at $R_1=4.0$ and $R_2=6.5$ bohr. Each contributes a Gaussian well $-v_a\exp[-(x-R_a)^2/(2\sigma^2)]$, repeated periodically, with $v_1=3.0$ and $v_2=2.5$ hartree and $\sigma=0.7$ bohr. Each also carries one projector $p_a$, a normalized Gaussian proportional to $\exp[-(x-R_a)^2/(2d^2)]$ with $d=0.6$ bohr. The operators are
\begin{align}
S&=1+q\sum_ap_ap_a^\dagger,\\
H&=T+V+\sum_a(D+Uw_a)p_ap_a^\dagger,\qquad
w_a=2\sum_n^{\rm occ}|p_a^\dagger\psi_n|^2 ,
\end{align}
with $T$ the kinetic energy, $V$ the sum of the wells, $q=0.4$ and $D=U=0.5$ hartree. The term with $U$ imitates the self-consistent on-site coefficients of PAW; the model has no other electron--electron interaction. Two orbitals are doubly occupied.

Diagonalization in 57 plane waves, iterated to self-consistency, gives $e_1=-0.7960$, $e_2=-0.5714$ and $e_3=-0.4026$ hartree. The gap is $e_3-e_2=0.1688$ hartree.

Now move atom 1 towards atom 2. The derivative of the Hamiltonian is
\begin{equation}
H_1=H_1^{\rm fixed}+U\sum_aw_a^1p_ap_a^\dagger ,
\end{equation}
where $H_1^{\rm fixed}$ is taken at constant $w_a$. Differentiating $w_a$ by the product rule gives
\begin{equation}
w_a^1=4\,{\rm Re}\sum_n(p_a^\dagger\psi_n)^*
\left(p_a^{1\dagger}\psi_n+p_a^\dagger\psi_n^1\right).
\label{eq:w}
\end{equation}
One factor of 2 is the spin occupation; the other comes from differentiating a squared modulus. Equations~(\ref{eq:shift}), (\ref{eq:full}) and (\ref{eq:w}) are iterated, with the linear systems solved directly. The shift is $\alpha=2(e_2-e_1)+1=1.449$ hartree. It raises the lowest ordinary eigenvalue of the plane-wave matrix (not the eigenvalue relative to $S_0$, which without the shift would be $e_1-e_2$) for $n=2$ from $-0.284$ hartree to a positive value; over both orbitals the lowest shifted eigenvalue is 0.185 hartree.

Equation~(\ref{eq:energy}) gives $e_1^1=-0.2712$ and $e_2^1=-0.0307$ hartree/bohr. The amplitudes of the lowest empty orbital follow from Eq.~(\ref{eq:sos}):
\begin{align}
|a_{31}|&=\frac{0.1413}{0.3934}=0.359\ {\rm bohr}^{-1},\\
|a_{32}|&=\frac{0.03028}{0.1688}=0.179\ {\rm bohr}^{-1}.
\end{align}
The total size of each response is $(x_n^\dagger S_0x_n)^{1/2}=(\sum_c|a_{cn}|^2)^{1/2}$, which is 0.501 bohr$^{-1}$ for $n=1$ and 0.583 bohr$^{-1}$ for $n=2$. Orbital 3 thus supplies $(0.359/0.501)^2\approx51\%$ of the squared size for $n=1$, but $(0.179/0.583)^2\approx9\%$ for $n=2$. Although it has the smallest denominator, most of the second response lies in higher empty orbitals. A sum cut after orbital 3 would miss that part; the linear system includes it.

The projector occupation of atom 1 changes by
\begin{equation}
w_1^1=-0.0884+0.0467+0.0221\approx-0.020\ {\rm bohr}^{-1}.
\end{equation}
The terms come from the moving projector, from $P_c\psi_n^1$, and from the occupied part in Eq.~(\ref{eq:full}). Leaving the last term out of this sum would give $-0.042$ bohr$^{-1}$, about twice the correct magnitude.

The omissions can also be measured on the orbitals. Let the error be the root-sum-square of the changes in the plane-wave coefficients of both $P_c\psi_n^1$, relative to the same norm of the full response. Dropping $S_1$ from Eq.~(\ref{eq:main}), with $H_1$ kept at its converged value, gives an error of 74\%. This figure depends on the zero of energy. Replacing $H$ by $H+cS$ shifts every $e_n$ by $c$ and adds $cS_1$ to $H_1$, which leaves the orbitals and $H_1-e_nS_1$ unchanged, but the dropped term becomes $(e_n+c)P_c^\dagger S_1\psi_n$. Without $S_1$ the computed response would therefore change with an arbitrary constant. Keeping $S_1$ but dropping the induced part of $H_1$, the whole term $U\sum_aw_a^1p_ap_a^\dagger$, gives 7.6\%. Using $P_c$ in place of $P_c^\dagger$ on the right leaves a component along an occupied orbital of up to 0.053 hartree/bohr, which the left side of Eq.~(\ref{eq:main}) cannot match. The shifted matrix in Eq.~(\ref{eq:shift}) is nonsingular, so with the wrong projector it still returns a vector and gives no warning. That vector has an occupied component, and its empty amplitudes are wrong as well, because $\psi_c^\dagger P_c\neq\psi_c^\dagger$ when $\psi_c^\dagger\psi_m\neq0$. These sizes belong to this model and this displacement.
